\section*{Collision frequency and ohmic heating at fixed electric-field amplitude}

\section*{The situation}

A radio-frequency electric field drives the electrons of a processing discharge. They collide with gas atoms, and the ordered motion given by the field is turned into heat. The gas pressure sets how often they collide. This problem asks how the absorbed power depends on the collision frequency, and what must be held fixed for the answer to have a meaning.

The electron density $n$ is fixed. The field inside the plasma is uniform, $E(t)=E_0\cos\omega t$, with fixed peak amplitude $E_0$ and fixed angular frequency $\omega$. The electron charge is $-e$ and its mass $m$. Collisions remove the mean electron momentum at a rate $\nu$ that depends on neither speed nor time; parts (f) and (g) relax the model. Ion motion is neglected. Complex amplitudes, marked by a tilde, multiply $e^{-i\omega t}$, and the real part is the physical quantity.

\section*{(a) Absorbed power}

Find the steady electron current and the cycle-averaged power density $p$ that the electrons absorb.

\textbf{Solution.} The mean electron velocity $v$ along the field obeys
\begin{equation}
m\frac{dv}{dt}=-eE_0\cos\omega t-m\nu v .
\label{motion}
\end{equation}
Any initial velocity adds a term that decays as $e^{-\nu t}$, so a periodic motion remains. Putting $v=\mathrm{Re}(\tilde v e^{-i\omega t})$ turns the time derivative into a factor $-i\omega$:
\begin{equation}
-i\omega m\tilde v=-eE_0-m\nu\tilde v
\quad\Rightarrow\quad
\tilde v=-\frac{eE_0}{m(\nu-i\omega)} .
\end{equation}
The current density is $\tilde J=-en\tilde v=\sigma E_0$. The two minus signs cancel, and
\begin{equation}
\sigma=\frac{ne^2}{m(\nu-i\omega)}
=\frac{ne^2}{m}\,\frac{\nu+i\omega}{\nu^2+\omega^2}.
\label{sigma}
\end{equation}
Write $\sigma=\sigma_r+i\sigma_i$. Since $e^{-i\omega t}=\cos\omega t-i\sin\omega t$, the real current is
\begin{equation}
J(t)=E_0(\sigma_r\cos\omega t+\sigma_i\sin\omega t).
\end{equation}
It lags the field by $\phi=\arctan(\sigma_i/\sigma_r)=\arctan(\omega/\nu)$. In the average of $J(t)E(t)$ the cosine term gives $\langle\cos^2\omega t\rangle=1/2$ and the sine term gives zero. Hence
\begin{equation}
p=\tfrac12\sigma_rE_0^2
=\frac{ne^2E_0^2}{2m}\,\frac{\nu}{\nu^2+\omega^2}.
\label{power}
\end{equation}
The displacement current $\epsilon_0\,dE/dt$ is proportional to $\sin\omega t$, so it contributes nothing to this average.

Multiplying (\ref{motion}) by $v$ shows where the energy goes. The average of $d(mv^2/2)/dt$ over a period vanishes, which leaves
\begin{equation}
p=nm\nu\langle v^2\rangle .
\label{friction}
\end{equation}
All the absorbed power passes through the friction term. In elastic scattering from heavy atoms it becomes random electron motion.

\section*{(b) The best collision frequency}

For which $\nu$ is $p$ greatest, how large is it there, and how broad is the maximum?

\textbf{Solution.} Compare the last factor of (\ref{power}) with $1/(2\omega)$:
\begin{equation}
\frac{1}{2\omega}-\frac{\nu}{\nu^2+\omega^2}
=\frac{\nu^2+\omega^2-2\omega\nu}{2\omega(\nu^2+\omega^2)}
=\frac{(\nu-\omega)^2}{2\omega(\nu^2+\omega^2)}\ge0 .
\label{bound}
\end{equation}
Equality requires $\nu=\omega$. The absorbed power is therefore greatest when the collision frequency equals the angular drive frequency, and
\begin{equation}
p_{\max}=\frac{ne^2E_0^2}{4m\omega}.
\label{peak}
\end{equation}
The derivative
\begin{equation}
\frac{d}{d\nu}\frac{\nu}{\nu^2+\omega^2}
=\frac{\omega^2-\nu^2}{(\nu^2+\omega^2)^2}
\end{equation}
is positive below $\omega$ and negative above it, so there is no second maximum.

With $x=\nu/\omega$,
\begin{equation}
\frac{p}{p_{\max}}=\frac{2x}{1+x^2}=1-\frac{(x-1)^2}{1+x^2}.
\label{shape}
\end{equation}
This is unchanged when $x$ is replaced by $1/x$: a collision frequency three times too high costs as much as one three times too low. Half the peak power requires $4x=1+x^2$, or
\begin{equation}
x=2\pm\sqrt3=3.732\ \text{and}\ 0.268 .
\end{equation}
The maximum is broad. Near it the fractional loss is about $(x-1)^2/2$.

For $\nu\ll\omega$ the power tends to $ne^2E_0^2\nu/(2m\omega^2)$, and for $\nu\gg\omega$ to $ne^2E_0^2/(2m\nu)$. Inertia limits the motion in the first case and friction in the second. At the peak they are equal in size, and the current lags by $45^\circ$.

\section*{(c) What the collisions do}

Recover (\ref{power}) by following one electron from collision to collision, and explain the two limits.

\textbf{Solution.} Suppose that each collision leaves an electron with a random direction and an unchanged speed. Let a free flight begin at time $t_0$, with velocity component $u$ along the field, and last for a time $\tau$. Integrating the acceleration $-(eE_0/m)\cos\omega t$ gives the change
\begin{equation}
\Delta=-\frac{eE_0}{m\omega}
\left[\sin\omega(t_0+\tau)-\sin\omega t_0\right].
\end{equation}
The energy gained is $\tfrac m2[(u+\Delta)^2-u^2]=mu\Delta+\tfrac m2\Delta^2$. The first term averages to zero, because $u$ is equally likely to have either sign. Since $\nu$ is constant, collisions occur equally often at all phases of the field, so $t_0$ is uniform over the period. Each squared sine then averages to $1/2$, and the product of the two sines to $\tfrac12\cos\omega\tau$:
\begin{equation}
\left\langle\tfrac m2\Delta^2\right\rangle_{t_0}
=\frac{e^2E_0^2}{2m\omega^2}\,(1-\cos\omega\tau).
\end{equation}
Flight times have the probability density $\nu e^{-\nu\tau}$, for which
\begin{equation}
\langle\cos\omega\tau\rangle
=\mathrm{Re}\int_0^\infty\nu e^{-(\nu-i\omega)\tau}d\tau
=\mathrm{Re}\,\frac{\nu}{\nu-i\omega}
=\frac{\nu^2}{\nu^2+\omega^2}.
\end{equation}
Thus $\langle1-\cos\omega\tau\rangle=\omega^2/(\nu^2+\omega^2)$. With $\nu$ flights per second and $n$ electrons per unit volume,
\begin{equation}
p=n\nu\,\frac{e^2E_0^2}{2m\omega^2}\,
\frac{\omega^2}{\nu^2+\omega^2},
\end{equation}
which is (\ref{power}).

When collisions are rare, the gain per flight tends to $e^2E_0^2/(2m\omega^2)$ and the power is limited by the number of flights. Without collisions the field takes back in one part of the cycle what it gave in another. When collisions are frequent, the gain per flight falls as $1/\nu^2$, faster than the number of flights rises. At the maximum the mean flight lasts $1/\omega$, which is $1/(2\pi)$ of a period.

\section*{(d) Other things held fixed}

Does the condition $\nu=\omega$ still mark a maximum if $\omega$ is varied at fixed $\nu$ and $E_0$, or if $\nu$ is varied at fixed current amplitude?

\textbf{Solution.} In neither case. At fixed $\nu$, raising $\omega$ increases the denominator of (\ref{power}) and nothing else, so the power falls steadily. At $\omega=\nu$ it is half its low-frequency limit $ne^2E_0^2/(2m\nu)$.

At fixed amplitude $J_0=|\sigma|E_0$ of the electron current,
\begin{equation}
p=\frac{\sigma_r}{2|\sigma|^2}J_0^2 .
\end{equation}
From (\ref{sigma}), $|\sigma|^2=(ne^2/m)^2/(\nu^2+\omega^2)$, so the factor $\nu^2+\omega^2$ cancels:
\begin{equation}
p=\frac{m\nu}{2ne^2}J_0^2 .
\end{equation}
This grows in proportion to $\nu$, in agreement with (\ref{friction}) at fixed $\langle v^2\rangle$. If $\nu$ is doubled from $\omega$, the power changes by a factor 0.8 at fixed field and by a factor 2 at fixed current. The maximum thus belongs to the fixed field as much as to the electrons.

\section*{(e) A low-pressure argon discharge}

Take rough typical values for an argon processing discharge: drive frequency 13.56 MHz, $n=10^{10}\ \mathrm{cm^{-3}}$, electron temperature $T_e=3$ eV, gas temperature $T_g=300$ K and a bulk field amplitude of 1 V/cm. Let $\nu=Kn_g$, where $n_g$ is the gas density and $K=10^{-7}\ \mathrm{cm^3/s}$. Find the optimum pressure and the power density.

\textbf{Solution.} The condition is
\begin{equation}
\nu=\omega=2\pi(13.56\times10^6)\ \mathrm{s^{-1}}
=8.52\times10^7\ \mathrm{s^{-1}} .
\end{equation}
It requires $n_g=\omega/K=8.52\times10^{14}\ \mathrm{cm^{-3}}$. The pressure is $n_gk_BT_g=26.5$ mTorr (3.53 Pa). In SI units (\ref{peak}) gives
\begin{equation}
p_{\max}=\frac{10^{16}(1.602\times10^{-19})^2(100)^2}
{4(9.109\times10^{-31})(8.52\times10^7)}\ \mathrm{W/m^3},
\end{equation}
or 8.27 mW/cm$^3$ ($8.27\times10^3$ W/m$^3$). Divided by $n$, this is 5.16 eV per microsecond for each electron.

At fixed $n$, $E_0$, $K$ and $T_g$, equation (\ref{power}) gives:
\begin{center}
\begin{tabular}{ccc}
Pressure (mTorr) & $\nu/\omega$ & $p$ (mW/cm$^3$)\\
3 & 0.113 & 1.85\\
10 & 0.378 & 5.47\\
30 & 1.133 & 8.20\\
100 & 3.778 & 4.09\\
300 & 11.33 & 1.45
\end{tabular}
\end{center}
The half-power pressures are 7.1 and 99 mTorr. At 30 mTorr, 13\% above the optimum, less than 1\% of the power is lost, as the quadratic estimate in part (b) predicts.

Two assumptions can be tested with these numbers. The directed speed has amplitude $eE_0/(\sqrt2\,m\omega)$ at the peak. This is 0.13 of the mean thermal speed $\bar v=\sqrt{8k_BT_e/(\pi m)}$, so the field changes the collision rate little. The energy supplied also ripples within a cycle. The product $\cos\omega t\cos(\omega t-\phi)$ equals $\tfrac12[\cos\phi+\cos(2\omega t-\phi)]$, so the oscillating power is $1/\cos\phi=\sqrt2$ times the mean power $P$ per electron. Integrated over time, it gives an energy amplitude $\sqrt2P/(2\omega)=0.043$ eV, small beside the mean thermal energy $\tfrac32k_BT_e=4.5$ eV.

\section*{(f) A collision rate that depends on speed}

Let scattering be elastic and isotropic with a rate $\nu(v)$, where $v$ now denotes the speed of a single electron. Can the power exceed (\ref{peak}), and where does the optimum move?

\textbf{Solution.} Let $f_0(v)$ be the isotropic velocity distribution, normalized to one, and $\theta$ the angle between velocity and field. To first order in the field, $f=f_0+f_1\cos\theta$. Scattering removes the anisotropic part at the rate $\nu(v)$. The Boltzmann equation then gives
\begin{equation}
-i\omega\tilde f_1-\frac{eE_0}{m}f_0'=-\nu\tilde f_1
\quad\Rightarrow\quad
\tilde f_1=\frac{eE_0}{m}\,\frac{f_0'}{\nu-i\omega}.
\end{equation}
The current is $-en$ times the integral of $v\cos\theta\,\tilde f_1\cos\theta$ over velocity space. The angular integral of $\cos^2\theta$ is $4\pi/3$, so
\begin{equation}
\sigma=\frac{ne^2}{m}\int_0^\infty\frac{w(v)}{\nu(v)-i\omega}\,dv,
\qquad w=-\frac{4\pi}{3}v^3f_0' .
\end{equation}
Integration by parts gives $\int w\,dv=4\pi\int v^2f_0\,dv=1$. The power becomes
\begin{equation}
p=\frac{ne^2E_0^2}{2m}\int_0^\infty
w(v)\,\frac{\nu(v)}{\nu(v)^2+\omega^2}\,dv .
\label{kinetic}
\end{equation}
If $f_0$ falls with speed, $w$ is positive and (\ref{bound}) applies at each speed. The power then cannot exceed (\ref{peak}), and it reaches that value only if $\nu(v)=\omega$ wherever $w$ is nonzero.

For a Maxwellian, $f_0'=-vf_0/v_t^2$ with $v_t^2=k_BT_e/m$, and $w=4\pi v^4f_0/(3v_t^2)$. Compared with the number of electrons at each speed, $4\pi v^2f_0$, this favours the fast ones. I evaluated (\ref{kinetic}) by numerical quadrature and searched for its maximum, keeping $K$ as the rate coefficient averaged over all electrons. For $\nu\propto v$ the optimum mean rate is $0.78\,\omega$, at 20.7 mTorr, with 0.948 of the constant-rate peak. For $\nu\propto v^2$ it is $0.69\,\omega$, at 18.2 mTorr, with 0.843 of that peak. Argon is steeper still: its rate rises roughly as $v^3$ between 1 and 8 eV. With approximate argon cross sections and the same Maxwellian, the optimum lies at roughly 15 to 18 mTorr. Because the rate is so steep, this value is sensitive to $T_e$: it is about 13 mTorr at 4 eV and 30 to 35 mTorr at 2 eV.

The weight explains the direction of the shift. For $\nu\propto v^2$ the mean of $v^2$ is $5v_t^2$ under $w$ and $3v_t^2$ over all electrons. The electrons that carry the current therefore collide $5/3$ times as often as the average electron, and they reach $\omega$ at a lower pressure. This alone would put the optimum at $0.6\,\omega$; the spread of rates under $w$ accounts for the difference.

\section*{(g) Electrons that cross a non-uniform field}

Return to constant $\nu$ and a Maxwellian $f_0$, but let the field be $E_y=E_0\cos kx\cos\omega t$. How does thermal motion along $x$ change the optimum for half-wavelengths $L=\pi/k$ of 10 and 5 cm?

\textbf{Solution.} Take the spatial component $e^{ikx}$ with amplitude $E_k$. Its perturbation $\tilde f$ is odd in $v_y$, so isotropic scattering returns nothing to it, and
\begin{equation}
(\nu-i\omega+ikv_x)\tilde f
=\frac{eE_k}{m}\frac{\partial f_0}{\partial v_y}
=-\frac{eE_k}{m}\frac{v_yf_0}{v_t^2}.
\end{equation}
The wave's magnetic force is perpendicular to the velocity and does not act on an isotropic $f_0$ at this order. In the current $-en\int v_y\tilde f\,d^3v$ the average of $v_y^2$ is $v_t^2$, independent of $v_x$. This leaves
\begin{equation}
\mathrm{Re}\,\sigma_k=\frac{ne^2}{m}
\left\langle\frac{\nu}{\nu^2+(\omega-kv_x)^2}\right\rangle ,
\label{doppler}
\end{equation}
averaged over the Maxwellian $v_x$. The component $e^{-ikx}$ gives the same value by symmetry. A moving electron feels the Doppler-shifted frequency $\omega-kv_x$. For some electrons this is below $\omega$, so the bound $1/(2\omega)$ no longer holds.

As $\nu\to0$ the fraction in (\ref{doppler}) becomes $\pi\delta(\omega-kv_x)$, and the average tends to
\begin{equation}
\sqrt{\frac{\pi}{2}}\,\frac{1}{kv_t}
\exp\left(-\frac{\omega^2}{2k^2v_t^2}\right).
\label{collisionless}
\end{equation}
The standing field is the sum of two waves that travel in opposite directions at speed $\omega/k$. Electrons whose $v_x$ matches the velocity of either wave are heated without collisions.

The averages were again found by quadrature. Powers below are relative to the peak of the local theory, (\ref{power}) applied at each point of the same field. For $L=10$ cm, $kv_t/\omega=0.268$. The optimum is $\nu=0.89\,\omega$, at 23.5 mTorr, with relative power 1.04, and the collisionless limit is 0.009. For $L=5$ cm, $kv_t/\omega=0.536$. The optimum falls to $0.52\,\omega$, at 13.8 mTorr, with relative power 1.17, and the collisionless limit is 0.82. At this length the heating of a weak field remains strong at low pressure, and the maximum is only about 1.4 times the collisionless limit. The mean free path $\bar v/\omega=1.36$ cm at $\nu=\omega$ is then a sizeable part of $L$.

The collisionless limit belongs to linear theory. In a field of finite strength the wave's magnetic force makes resonant electrons oscillate about the wave velocity, at a rate of about $k\sqrt{v_t eE_0/(2m\omega)}$. For 1 V/cm and $L=5$ cm this is $0.2\,\omega$. Collisions must interrupt that oscillation for the linear result to hold, so it is not reliable here below about 5 mTorr.

\section*{(h) Use in a real discharge}

Which of the fixed quantities are hard to hold in a real argon reactor, and how far do they move the 26.5 mTorr?

\textbf{Solution.} Pressures of a few to some hundreds of mTorr are common in such reactors, so the optimum lies in the working range. The density, field and rate coefficient used here are rough. The optimum pressure varies as $T_g/K$ and, at fixed $K$, does not depend on $n$ or $E_0$. In argon $K$ rises steeply with $T_e$, and a fall from 3 to 2 eV nearly doubles the optimum pressure. If the gas heats to 600 K, the same $n_g$ needs 52.9 mTorr. Of the departures sized here at $T_e=3$ eV, the gas heating and the thermal transport over 5 cm are the largest, each a factor of about two, in opposite directions. The steep rise of argon's collision rate with speed lowers the optimum by a factor of roughly 1.5 to 1.7. For a weak field, together with transport over 5 cm, it brings the optimum below about 10 mTorr at 300 K.

The field amplitude is itself a response of the plasma. For a transverse field, as in an inductive source, Maxwell's equations without displacement current give $\nabla^2\tilde E=-i\omega\mu_0\sigma\tilde E$. The field decays into a deep plasma over
\begin{equation}
\delta=\frac{1}{\mathrm{Re}\sqrt{-i\omega\mu_0\sigma}}=6.8\ \mathrm{cm}
\end{equation}
at $\nu=\omega$, with the local $\sigma$. This is comparable with the lengths in part (g), so the interior field depends on $\nu$ even if the field at the edge is held. Dropping the displacement current is safe, since $\epsilon_0\omega/|\sigma|=3.2\times10^{-4}$. In a capacitive discharge whose current is set mainly by the sheaths, the fixed-current law of part (d) is the better guide to bulk heating, and heating at the sheaths must be added.

A change of pressure also changes $n$ and $T_e$. The table in part (e) is therefore not a prediction of how a reactor's total power varies with pressure. As a design rule, $\nu=\omega$ gives the most ohmic heating per electron for a given local field amplitude and drive frequency, provided that $\nu$ varies little with speed and electrons travel a short way, compared with the scale of the field, in a time $1/\omega$. Argon at these electron energies does not meet the first condition, so 26.5 mTorr is the constant-rate reference and at $T_e=3$ eV the optimum for argon at the same gas temperature and a fixed local field lies lower. At about 2 eV and below the smaller rate coefficient puts it higher.

All numerical values are calculated from the stated model.
